# Hydrogenic Bound Levels from the Frobenius Series of the Radial Equation, part 2

One electron moves in the field of a fixed point nucleus of charge $Z>0$, with $H = -\frac12\nabla^2-Z/r$ in atomic units (bohr, hartree). A bound state solves $H\psi=E\psi$ everywhere, the origin included, with finite norm and kinetic energy $T$. It is a sum of terms $u(r)Y_{lm}/r$, where $r^lY_{lm}$ is a harmonic polynomial and each $l=0,1,2,\dots$ has $2l+1$ values of $m$. With primes meaning $d/dr$,

$$-\tfrac12u'' + \left[\frac{l(l+1)}{2r^2} - \frac Zr\right]u = Eu,\qquad r>0. \tag{1}$$

Stretching (part 3), $\psi_\lambda(\mathbf r)=\lambda^{3/2}\psi(\lambda\mathbf r)$, turns $T$ into $\lambda^2T$ and $V=\langle-Z/r\rangle$ into $\lambda V$. Stationarity at $\lambda=1$ gives $2T+V=0$, so $E=-T<0$ and $V=2E$. With $E=-\frac12\kappa^2$, $\kappa>0$, (1) becomes (part 4)

$$\frac{d^2u}{dr^2} + \left[-\kappa^2+\frac{2Z}{r}-\frac{l(l+1)}{r^2}\right]u = 0 .$$

With $\rho=2\kappa r$ and primes now meaning $d/d\rho$,

$$u''+\left[-\frac14+\frac\nu\rho-\frac{l(l+1)}{\rho^2}\right]u = 0,\qquad\nu = \frac Z\kappa . \tag{2}$$

The origin admits one solution for each $l$ and $E<0$ (part 8): $u=\rho^{l+1}e^{-\rho/2}f$, $f=\sum_{k\ge0}a_k\rho^k$, $a_0=1$. Any other solution behaves as $r^{-l}$ and has divergent kinetic energy; for $l=0$ it gives $(H-E)\psi = 2\pi u(0)\,\delta^3(\mathbf r)$. With $a=l+1-\nu$, $b=2l+2$ and $p=b-a=\nu+l+1>0$,

$$\rho f''+(b-\rho)f'-af = 0, \tag{4}$$

$$a_{k+1} = \frac{k+a}{(k+1)(k+b)}\,a_k , \tag{5}$$

$$a_k = \frac{c_k}{k!},\qquad c_k = \prod_{j=0}^{k-1}\frac{j+a}{j+b},\qquad c_0=1 . \tag{6}$$

If $a$ is none of $0,-1,-2,\dots$, the series does not terminate (part 10). Take integers $m>p$ and $K\ge0$ with $K+a>0$ and $K(a+m-b)\ge b-a(m+1)$. Then, with positive constants $A$, $B$, $\rho_1$,

$$\tfrac12A\,\rho^{\,l+1-m}e^{+\rho/2}\le|u|\le2B\,\rho^{\,l+1}e^{+\rho/2}\qquad(\rho>\rho_1),$$

so $\ln|u|/(\kappa r)\to1$ and $u$ is not normalizable. For $\nu=0$, $l=0$ the sum is $u=2\sinh\kappa r$. The numerical check integrates (1) outward from $\rho^{l+1}$ for six pairs $(l,\nu)$.

## 11. The power in front of the exponential

The bounds leave the power of $\rho$ open between $l+1-m$ and $l+1$. It can be fixed. First find the size of $c_k$. Let $g_k = c_kk^p$ for $k\geq1$. Then

$$\ln\frac{g_{k+1}}{g_k} = \ln\left(1+\frac ak\right)-\ln\left(1+\frac bk\right)+p\ln\left(1+\frac1k\right) = \frac{a-b+p}k+O(k^{-2})$$

for $k>|a|$. The $1/k$ term cancels because $p = b-a$, and $\sum k^{-2}$ converges. So $\ln|g_k|$ has a finite limit and $g_k\to C\ne0$. Euler's definition $\Gamma(x) = \lim_{k\to\infty}k!\,k^x/[x(x+1)\cdots(x+k)]$ names the limit. It says that $\prod_{j\le k}(j+x)\simeq k!\,k^x/\Gamma(x)$, and the ratio of the cases $x=a$ and $x=b$ gives $c_{k+1}\simeq k^{a-b}\,\Gamma(b)/\Gamma(a)$. Hence

$$C = \frac{\Gamma(b)}{\Gamma(a)} = \frac{\Gamma(2l+2)}{\Gamma(l+1-\nu)} .$$

Next write $e^{-\rho}f = \sum_kw_kc_k$ with the Poisson weights $w_k = e^{-\rho}\rho^k/k!$. They satisfy $\sum w_k=1$. Cancelling $k$ against $k!$ gives $\sum kw_k = \rho$, and cancelling $k(k-1)$ gives $\sum k(k-1)w_k = \rho^2$. The variance is $\sum(k-\rho)^2w_k = (\rho^2+\rho)-2\rho^2+\rho^2 = \rho$. The weights gather within about $\sqrt\rho$ of $k=\rho$, where $c_k\approx C\rho^{-p}$. To make this exact, fix $0<\eta<\frac12$ and split $S = \sum_kw_kc_k\rho^p$ into three ranges. The sequences $c_k$ and $g_k$ converge, so they are bounded, $|c_k|\le M$ and $|g_k|\le G$.

For $k\le\rho/2$ use $\rho^k = 2^k(\rho/2)^k\le2^{\rho/2}(\rho/2)^k$. The total weight is at most $e^{-\rho}2^{\rho/2}e^{\rho/2} = \exp[-\rho(1-\ln2)/2]$, with $(1-\ln2)/2 = 0.1534$. This range contributes at most $M\rho^p$ times that exponential, which tends to zero.

For $k>\rho/2$ with $|k-\rho|>\eta\rho$, each term obeys $|c_k|\rho^p = |g_k|(\rho/k)^p\le2^pG$. In this range $(k-\rho)^2/(\eta\rho)^2>1$, so the weight is at most the variance divided by $(\eta\rho)^2$, that is $1/(\eta^2\rho)$ (Chebyshev's inequality). The contribution tends to zero.

For $|k-\rho|\le\eta\rho$ the weight tends to $1$ by the same inequality, $g_k\to C$, and $(\rho/k)^p$ lies between $(1+\eta)^{-p}$ and $(1-\eta)^{-p}$. So for large $\rho$ the sum $S$ is confined between $C(1+\eta)^{-p}$ and $C(1-\eta)^{-p}$ up to vanishing terms. Since $\eta$ can be taken as small as we like, $S\to C$.

Thus $f\simeq C\rho^{-p}e^\rho$, and with $l+1-p=-\nu$,

$$u\simeq C\,\rho^{-\nu}e^{+\rho/2} = C\,(2\kappa r)^{-Z/\kappa}e^{+\kappa r}. \tag{8}$$

The growth is an exponential times a power. For $\nu = 0$, $l=0$ the power is absent and $C=1$, in agreement with $2\sinh\kappa r$.

The logarithmic derivative follows by the same argument. Term by term, $f' = \sum c_{k+1}\rho^k/k!$, and $c_k-c_{k+1} = c_k[1-(k+a)/(k+b)] = p\,c_k/(k+b)\simeq pCk^{-p-1}$. The Poisson average with $p+1$ in place of $p$ gives $f-f'\simeq pC\rho^{-p-1}e^\rho$, so $f'/f = 1-p/\rho+o(1/\rho)$. Then $u'/u = (l+1)/\rho-\frac12+f'/f = \frac12-\nu/\rho+o(1/\rho)$. Multiplying by $d\rho/dr = 2\kappa$,

$$\frac1u\frac{du}{dr} = \kappa-\frac\nu r+o(1/r). \tag{9}$$

The term $-\nu/r$ is the trace of the Coulomb tail. Far out, (1) reads $d^2u/dr^2\approx(\kappa^2-2Z/r)u$, and the local rate is $\sqrt{\kappa^2-2Z/r}\approx\kappa-Z/(\kappa r)$. The correction integrates to $-\nu\ln r$, which does not level off at any distance.

If $y = u'/u$ is assumed to expand further in powers of $1/\rho$, the next coefficient is fixed by (2) in the form $y'+y^2 = \frac14-\nu/\rho+l(l+1)/\rho^2$. With $y = \frac12-\nu/\rho+\gamma/\rho^2$, the $\rho^{-2}$ terms are $\nu$ from $y'$ and $\nu^2+\gamma$ from $y^2$. So

$$\gamma = l(l+1)-\nu(\nu+1),$$

and integrating $y$ multiplies (8) by $e^{-\gamma/\rho}$ at this order.

## 12. Termination and the energy levels

The case left over is $a=-n_r$ with $n_r = 0,1,2,\dots$. The factor $k+a$ is nonzero for $k<n_r$ and zero at $k=n_r$. So $a_{n_r}\ne0$ and $a_{n_r+1}=0$, and all later coefficients vanish with it. The function $f$ is a polynomial of degree $n_r$. In the product for $c_k$, the numerators give $\prod_{j<k}(j-n_r) = (-1)^kn_r!/(n_r-k)!$ and the denominators give $(2l+1+k)!/(2l+1)!$, so

$$a_k = (-1)^k\frac{n_r!\,(2l+1)!}{(n_r-k)!\,k!\,(2l+1+k)!},\qquad0\le k\le n_r .$$

Up to normalization these are the associated Laguerre polynomials. Now $u$ is a polynomial times $e^{-\kappa r}$, and $\psi$ is a harmonic polynomial times $e^{-\kappa r}f(2\kappa r)$. Both $\psi$ and $\nabla\psi$ are bounded at the origin and decay exponentially, so the norm and the kinetic energy are finite. These are bound states, and by parts 8 and 10 there are no others at negative energy.

The condition $l+1-\nu=-n_r$ reads $\nu = n_r+l+1$, a positive integer that we call $n$. Then $\kappa = Z/n$ and

$$E_n=-\frac{Z^2}{2n^2},\qquad n = 1,2,3,\dots \tag{10}$$

The lowest level is $-Z^2/2$, so the bound-state energies are bounded below. The levels are infinite in number and crowd toward $E=0$. At large $r$ the bound solution behaves as $\rho^{l+1+n_r}e^{-\rho/2} = \rho^{+\nu}e^{-\rho/2}$, the mirror image of (8).

The amplitude $C$ shows how the levels sit among the rejected energies. The limit of $c_kk^p$ contains the factor $n_r+a$, so $C$ vanishes at $a=-n_r$. Its sign is $(-1)^N$, where $N$ is the number of negative factors $j+a$, and $N$ rises by one when $\nu$ passes upward through a level of that $l$. An eigenvalue is an energy at which the growing tail passes through zero amplitude.

## 13. Degeneracy

Fix $n$. The condition $n_r = n-l-1\ge0$ allows $l = 0,1,\dots,n-1$ and excludes $l\ge n$. For an excluded $l$, $a = l+1-n\ge1$, the series does not terminate, and part 10 applies. Each allowed $l$ has one radial function and $2l+1$ angular functions. States with different $(l,m)$ are orthogonal through the $Y_{lm}$, so they are independent. Since $2l+1 = (l+1)^2-l^2$, the sum telescopes:

$$\sum_{l=0}^{n-1}(2l+1) = \sum_{l=0}^{n-1}\left[(l+1)^2-l^2\right] = n^2 .$$

The Hamiltonian does not act on spin, so including the two spin states of the electron doubles the count to $2n^2$.

The two parts of the degeneracy have different origins. The factor $2l+1$ holds for any central potential, because $m$ is absent from the radial equation. The coincidence of different $l$ arises because $n_r$ and $l$ enter through their sum, and a change of the potential can undo it. Add $\beta/r^2$ with $\beta>0$. In (1) this replaces $l(l+1)$ by $l(l+1)+2\beta = l'(l'+1)$, with $l' = -\frac12+\sqrt{(l+\frac12)^2+2\beta}>l$. Under the stretching of part 3 the added term scales as $\lambda^2$, like the kinetic energy, so bound states still have $E<0$. The recurrence, the growth and the termination go through with $l'$ in place of $l$. The solution $u\simeq r^{-l'}$ still has a divergent kinetic energy. The regular solution has a finite one, although for $0<l'<1$ its gradient, of order $r^{l'-1}$, is unbounded at the origin. The levels become $-Z^2/[2(n_r+l'+1)^2]$. To first order in $\beta$ the square root gives $l'-l = 2\beta/(2l+1)$, which depends on $l$, so the states of one $n$ separate.

## 14. Worked example: the ion Mg¹¹⁺

Magnesium stripped to one electron has $Z=12$. The level of theory is the Hamiltonian of part 1: no relativity, point nucleus of infinite mass. With $Z^2/2=72$ and 1 hartree $=27.211386$ eV, equation (10) gives $E_n=-72/n^2$ hartree.

| $n$ | $\kappa$ (1/bohr) | $E_n$ (hartree) | $E_n$ (eV) | states |
|---|---|---|---|---|
| 1 | 12 | $-72$ | $-1959$ | 1 |
| 2 | 6 | $-18$ | $-490$ | 4 |
| 3 | 4 | $-8$ | $-218$ | 9 |
| 4 | 3 | $-4.5$ | $-122$ | 16 |

The transition from $n=2$ to $n=1$ releases $-18-(-72)=54$ hartree, or $54\times27.211386 = 1469$ eV. A finite-difference diagonalization of (1) for $l=0$ to $3$, done on two grids and extrapolated to remove the error of order $h^2$ in the grid step $h$, reproduces these levels to a relative $10^{-6}$, each $l$ starting at $n=l+1$, and its eigenvectors are tested against the polynomial solutions and against $V=2E$. A diagonalization of $H$ in $474$ Gaussian functions with $l\le4$ finds $1,4,9,16$ states at the four levels and $30$ states in all below the midpoint of $E_4$ and $E_5$. That basis has the $2l+1$ angular functions built in, so the count does not test the number $2l+1$, which is tested separately on harmonic polynomials.

For the 3s state, $l=0$, $\nu=3$, $a=-2$, $b=2$. The recurrence gives $a_1=-2/(1\cdot2)=-1$, $a_2 = [-1/(2\cdot3)](-1) = 1/6$ and $a_3=0$. For 3p, $a=-1$, $b=4$, so $a_1=-1/4$ and $a_2=0$. At $r=0.5$ bohr the 3s variable is $\rho = 2\cdot4\cdot0.5=4$, and $u = 4e^{-2}(1-4+16/6)=-0.18045$.

Now take a trial energy between the second and third levels, $l=0$, $\nu=2.5$. Then $\kappa = 12/2.5=4.8$ per bohr, $E=-4.8^2/2=-11.52$ hartree, $a=-1.5$, $b=2$. The coefficients are

$$a_1 = \frac{-1.5}{1\cdot2}=-0.75,\qquad a_2 = \frac{-0.5}{2\cdot3}a_1 = 0.0625,\qquad a_3 = \frac{0.5}{3\cdot4}a_2 = 0.00260417,$$

followed by $a_4 = 1.5\,a_3/20 = 0.000195313$ and $a_5 = 2.5\,a_4/30 = 1.6276\times10^{-5}$. The numerator steps from $-0.5$ to $+0.5$ and misses zero, and from $a_2$ on all coefficients are positive. For the bounds, $p=3.5$ and $m=5$ is allowed. The second condition reads $1.5K\ge2+1.5\cdot6=11$, so $K=8$. The two functions, both with $a_0=1$, compare as follows.

| $r$ (bohr) | $u$, $\nu=2.5$ | $u$, 3s |
|---|---|---|
| 0.5 | $-0.30495$ | $-0.18045$ |
| 1 | $0.66342$ | $0.53726$ |
| 2 | $7.0027$ | $0.14850$ |
| 4 | $1.3001\times10^4$ | $5.0296\times10^{-4}$ |
| 8 | $4.3846\times10^{11}$ | $5.0224\times10^{-10}$ |

At $0.5$ and $1$ bohr the two agree in sign and rough size, and beyond that they part. From $r=4$ to $r=8$ bohr the trial function grows by $4.3846\times10^{11}/1.3001\times10^4 = 3.37\times10^7$. A pure exponential would give $e^{4.8\times4} = 2.18\times10^8$. The power in (8) multiplies this by $2^{-2.5} = 0.1768$ and gives $3.85\times10^7$. With $\gamma=-2.5\times3.5=-8.75$ and $\rho = 38.4$ and $76.8$, the next factor is $\exp[8.75(1/76.8-1/38.4)] = 0.892$, giving $3.44\times10^7$, which is 2% above the actual ratio. The residue comes from higher orders in $1/\rho$: continuing the expansion of $y$ from part 11, the factor becomes $0.8785$ with the $\rho^{-3}$ term, $0.8760$ with the $\rho^{-4}$ term and $0.8752$ through $\rho^{-8}$, and the actual ratio divided by $e^{19.2}\,2^{-2.5}$ is $0.8752$.

At $\rho=800$, or $r = 83.3333$ bohr, the integrated equation has $u^{-1}du/dr = 4.76987$ per bohr. Formula (9) gives $4.8-2.5/83.3333 = 4.77000$. The difference of $-0.00013$ matches the next term, $2\kappa\gamma/\rho^2 = 9.6\times(-8.75)/800^2=-1.3\times10^{-4}$. At the same point $\ln|u|/(\kappa r) = 0.9561$, still 4% below its limit of $1$. Equation (8) accounts for it: with $C=0.42314$, $\ln C=-0.860$, $2.5\ln800 = 16.712$ and $-\gamma/\rho = 0.011$, one finds $1+(-0.860-16.712+0.011)/400 = 0.9561$. The approach to the limit is slow because the shortfall is dominated by $2\nu\ln\rho/\rho$.

The amplitude extracted from the integration, with the $1/\rho$ term removed by combining $\rho=400$ and $800$, is $0.42305$; it is tested against $C$ to a relative $10^{-3}$ in all six cases. Around the 3s level it changes sign: $C=0.01981$ at $\nu=2.99$ and $-0.02018$ at $\nu=3.01$. For $a=-1.99$ two factors $j+a$ are negative and for $a=-2.01$ three are, which gives the signs. For the size, Euler's limit gives $\Gamma(x+1) = x\Gamma(x)$ and $\Gamma(1)=\Gamma(2)=1$, so $C = a(a+1)(a+2)/\Gamma(a+3)\approx2(a+2)$ near $a=-2$, which is $\pm0.02$. A small amplitude postpones the growth to larger $r$ and does not remove it.

## 15. Where the result stops applying

Finite nuclear mass. After the centre of mass is separated, the relative motion has the reduced mass $\mu = M/(1+M)$, with $M$ the nuclear mass in electron masses. The kinetic and centrifugal terms of (1) are divided by $\mu$. Multiplying through by $-2\mu$ returns the equation of part 4 with $\kappa^2=-2\mu E$ and $Z\to\mu Z$. Then $\kappa = \mu Z/n$ and $E_n=-\mu Z^2/(2n^2)$, with the degeneracy unchanged. The relative shift of every level is $1-\mu\approx1/M$, which is $2.3\times10^{-5}$ for a rough mass of 24 u.

Relativity. From $T=-E$, the mean square speed is $\langle v^2\rangle = 2T = Z^2/n^2$, and the speed of light is $1/\alpha$ in atomic units. So $\langle v^2\rangle/c^2 = (Z\alpha)^2/n^2$, which is $0.00767$ for the ground state of Mg¹¹⁺. The first correction to the kinetic energy, $-p^4/(8c^2)$ for momentum $p$, has a size relative to $p^2/2$ of $p^2/(4c^2)$. As an order-of-magnitude estimate, the ground level departs from (10) by a relative amount of order $(Z\alpha)^2$. The Dirac equation for a point nucleus of infinite mass gives $-1963.0$ eV in place of $-1959.2$ eV, a relative shift of $0.0019$, close to $(Z\alpha)^2/4$. It also splits the level $n=2$ by $0.94$ eV into $j=\frac12$ and $j=\frac32$, so the $1469$ eV transition becomes two, at $1472.0$ and $1473.0$ eV, and the $2n^2$ states of one $n\ge2$ no longer share one energy. Radiative corrections are not included in these numbers. The entries in eV in part 14 and the state counts are values of the nonrelativistic model. The estimate grows as $Z^2$, and the model loses its basis when $Z\alpha$ approaches $1$.

Other potentials. The recurrence (5) rests on the form $-Z/r$, with at most a term in $1/r^2$ added as in part 13, holding at all radii. Some other special potentials, such as the isotropic oscillator $r^2/2$, have two-term recurrences of their own, with different levels. A nucleus of finite size alters the potential near the origin, and further electrons screen it. In either case equation (4) no longer holds on the whole half-line, and neither (10) nor the coincidence of different $l$ follows from this derivation.

## Computed values

```
Mg11+: Z = 12; 1 hartree = 27.211386 eV
n=1: kappa = 12.0000 1/bohr, E = -72.000000 hartree = -1959.22 eV
  finite-difference E, l=0..n-1 (hartree): -72.00000
  states counted in Gaussian basis: 1
n=2: kappa = 6.0000 1/bohr, E = -18.000000 hartree = -489.80 eV
  finite-difference E, l=0..n-1 (hartree): -18.00000 -18.00000
  states counted in Gaussian basis: 4
n=3: kappa = 4.0000 1/bohr, E = -8.000000 hartree = -217.69 eV
  finite-difference E, l=0..n-1 (hartree): -8.00000 -8.00000 -8.00000
  states counted in Gaussian basis: 9
n=4: kappa = 3.0000 1/bohr, E = -4.500000 hartree = -122.45 eV
  finite-difference E, l=0..n-1 (hartree): -4.50000 -4.50000 -4.50000 -4.50000
  states counted in Gaussian basis: 16
basis size 474; states below midpoint of n=4 and n=5: 30
E2 - E1 = 54.0000 hartree = 1469.41 eV
3s a_0..a_3: [1, -1, 1/6, 0]  3p a_0..a_2: [1, -1/4, 0]
trial l=0, nu=2.5: kappa = 4.8000 1/bohr, E = -11.5200 hartree
  a = -1.50, b = 2, m = 5, K = 8
  a_0..a_5: 1 -0.75 0.0625 0.00260417 0.000195313 1.6276e-05
  r = 0.5 bohr: u(nu=2.5) = -3.0495e-01, u(3s) = -1.8045e-01 (a_0=1)
  r = 1.0 bohr: u(nu=2.5) = 6.6342e-01, u(3s) = 5.3726e-01 (a_0=1)
  r = 2.0 bohr: u(nu=2.5) = 7.0027e+00, u(3s) = 1.4850e-01 (a_0=1)
  r = 4.0 bohr: u(nu=2.5) = 1.3001e+04, u(3s) = 5.0296e-04 (a_0=1)
  r = 8.0 bohr: u(nu=2.5) = 4.3846e+11, u(3s) = 5.0224e-10 (a_0=1)
  rho=800, r = 83.3333 bohr: u'/u = 4.76987 1/bohr
  kappa - nu/r = 4.77000 1/bohr; ln|u|/(kappa r) = 0.9561
l=0, nu=2.5: C = Gamma(b)/Gamma(a) = 0.42314, from integration 0.42305
l=0, nu=2.99: C = Gamma(b)/Gamma(a) = 0.01981, from integration 0.01981
l=0, nu=3.01: C = Gamma(b)/Gamma(a) = -0.02018, from integration -0.02017
l=1, nu=2.3: C = Gamma(b)/Gamma(a) = -1.38669, from integration -1.38654
l=1, nu=0.6: C = Gamma(b)/Gamma(a) = 6.76236, from integration 6.76239
l=2, nu=3.7: C = Gamma(b)/Gamma(a) = -28.07891, from integration -28.06809
Poisson tail rate (1 - ln 2)/2 = 0.1534
second solution r u'/u at origin, l=0,1,2: 0.00000 -1.00000 -2.00000
delta strength for u(0)=1: 6.283183; 2 pi = 6.283185
(Z alpha)^2 = 0.00767; m_e/(24 u, rough mass) = 2.3e-05
```
